\section*{Equality of forces at constant electron chemical potential and constant charge, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: Legendre transformation in the electron number}

\subsection{The result}

Let $A(N,R)$ be the Mermin free energy of a system with mean electron number $N$, nuclear coordinate $R$ and temperature $T>0$. The grand potential at electron chemical potential $\mu$ is
\begin{equation}
\Omega(\mu,R)=\min_N\,[A(N,R)-\mu N],
\label{eq:legendre}
\end{equation}
and $N(\mu,R)$ denotes the electron number at which the minimum is reached. Then
\begin{equation}
-\left(\frac{\partial\Omega}{\partial R}\right)_{\mu}
=-\left(\frac{\partial A}{\partial R}\right)_{N}
\quad\text{at}\quad N=N(\mu,R).
\label{eq:result}
\end{equation}
The left side is the force on a nucleus when electrons may enter or leave so as to keep $\mu$ fixed. The right side is the force when the charge is frozen at the value that the reservoir has established. The nuclear charges are fixed, so constant $N$ means constant charge. For several nuclei, $R$ stands for any one coordinate, with the others held fixed.

Equation (\ref{eq:result}) concerns first derivatives at one geometry. Curvatures and finite energy differences generally differ between the two conditions, as shown below.

\subsection{The free energy and its conventions}

Hartree atomic units are used, and $N$ counts electrons, so that adding an electron makes the system more negative. Let $X$ be a trial electronic state, $N[X]$ its mean electron number, $E[X;R]$ its energy and $S[X]$ its entropy. Define
\begin{align}
\mathcal A[X;R]&=E[X;R]-TS[X],\label{eq:functional}\\
A(N,R)&=\min_{X:\,N[X]=N}\mathcal A[X;R].\label{eq:A}
\end{align}
In the exact theory $X$ is a density operator $\Gamma$ on Fock space, the space containing all electron numbers. With the Hamiltonian $\hat H(R)$,
\begin{equation}
\mathcal A[\Gamma;R]=\mathrm{Tr}\,\Gamma\hat H(R)
+k_BT\,\mathrm{Tr}\,\Gamma\ln\Gamma,\qquad \mathrm{Tr}\,\Gamma=1.
\label{eq:exactF}
\end{equation}
In a mean-field or Kohn--Sham theory $X$ is a one-particle density matrix with eigenvalues between zero and one. In both cases $N$ is a mean and may be fractional. An ensemble restricted to one integer electron number is a different object, treated in the second half.

Two conventions give $\mu$ its meaning. First, $E$ contains the nuclear repulsion and the energy of the countercharge that makes the whole arrangement neutral. Adding an electron then also adds a compensating positive charge, and $\partial A/\partial N$ is the free energy of the two additions together. Second, $\mu$ is measured from a potential that does not change with $R$. In the model used later the countercharge sits on a grounded plane, whose potential is zero at every geometry; placing charge there costs no energy.

For a charged periodic cell the first convention means that the energy of the neutralising background belongs to $A$. The chemical potential in (\ref{eq:legendre}) must be the $N$-derivative of the very energy whose $R$-derivative is taken as the force.

\subsection{Convexity in the electron number}

The minimum in (\ref{eq:legendre}) is unique if $A$ is strictly convex in $N$. When the energy is convex in the electronic state, the entropy makes $A$ strictly convex, as is now proved.

For numbers $g\ge0$ and $k>0$,
\begin{equation}
g\ln\frac gk\ge g-k,
\label{eq:scalar}
\end{equation}
with equality for $g=k$ alone. For $g>0$ this is the inequality $\ln y\ge1-1/y$ with $y=g/k$, multiplied by $g$; for $g=0$ it reads $0\ge-k$. Now take two non-negative matrices $G$ and $K$, with eigenvalues $g_i$, $k_j$ and eigenvectors $|i\rangle$, $|j\rangle$. The weights $w_{ij}=|\langle i|j\rangle|^2$ sum to one over either index, so
\begin{align}
D(G\|K)&=\mathrm{Tr}\,[G\ln G-G\ln K-G+K]\nonumber\\
&=\sum_{ij}w_{ij}\,[g_i\ln g_i-g_i\ln k_j-g_i+k_j]\ \ge 0 .
\label{eq:klein}
\end{align}
Equality requires $g_i=k_j$ wherever $w_{ij}\neq0$. Then $K|i\rangle=\sum_jk_j|j\rangle\langle j|i\rangle=g_i|i\rangle$ for every $i$, which means $K=G$.

Choose $K=(1-\lambda)G_1+\lambda G_2$ with $0<\lambda<1$. Any vector annihilated by $K$ is annihilated by $G_1$ and $G_2$, so zero eigenvalues of $K$ contribute nothing. In the weighted sum of two such quantities the linear traces cancel:
\begin{align}
&(1-\lambda)D(G_1\|K)+\lambda D(G_2\|K)\nonumber\\
&=(1-\lambda)\mathrm{Tr}\,G_1\ln G_1+\lambda\,\mathrm{Tr}\,G_2\ln G_2-\mathrm{Tr}\,K\ln K .
\label{eq:strict}
\end{align}
The left side is positive when $G_1\ne G_2$. Hence $\mathrm{Tr}\,G\ln G$ is strictly convex, and so is $-TS$ in (\ref{eq:exactF}). In mean-field theory the entropy contains the same function of the density matrix and of its complement, so strict convexity holds there too.

Suppose that $E$ is convex in $X$. In the exact theory it is linear, which suffices. Let $X_1$ and $X_2$ be the minimisers for electron numbers $N_1\neq N_2$. They are different states, and their mixture $X_\lambda=(1-\lambda)X_1+\lambda X_2$ has electron number $N_\lambda=(1-\lambda)N_1+\lambda N_2$. It is therefore an allowed trial state for $N_\lambda$, and
\begin{align}
A(N_\lambda,R)&\le\mathcal A[X_\lambda;R]\nonumber\\
&<(1-\lambda)A(N_1,R)+\lambda A(N_2,R).
\label{eq:convex}
\end{align}
The first step is the minimum principle, the second the strict convexity of $\mathcal A$. The same argument with $N_1=N_2$ shows that the minimiser at given $N$ is unique.

An approximate exchange-correlation energy need not be convex in the density, and then (\ref{eq:convex}) is not guaranteed. What remains of the result in that case is discussed with the comparison of the derivations.

\subsection{The Legendre transform}

Assume that $A$ is twice continuously differentiable with $A_{NN}>0$, where subscripts denote partial derivatives of $A(N,R)$, and that $\mu$ lies in the range of $A_N$. Setting the $N$-derivative of $A-\mu N$ to zero gives
\begin{equation}
A_N(N,R)=\mu .
\label{eq:mu}
\end{equation}
Since $A_N$ increases with $N$, this has one solution, $N(\mu,R)$. It is differentiable by the implicit function theorem, because $A_{NN}\ne0$. Substitution yields
\begin{equation}
\Omega(\mu,R)=A\bigl(N(\mu,R),R\bigr)-\mu N(\mu,R).
\label{eq:substituted}
\end{equation}

No information is lost. Equation (\ref{eq:legendre}) says $\Omega(\mu,R)\le A(N,R)-\mu N$ for every pair $(\mu,N)$, or $A(N,R)\ge\Omega(\mu,R)+\mu N$. Equality holds at $\mu=A_N(N,R)$, so
\begin{equation}
A(N,R)=\max_\mu\,[\Omega(\mu,R)+\mu N].
\label{eq:inverse}
\end{equation}
Geometrically, $\Omega$ is the intercept at $N=0$ of the tangent to $A$ with slope $\mu$.

\subsection{Equality of the forces}

Differentiate (\ref{eq:substituted}) with respect to $R$ at fixed $\mu$. The coordinate enters $A$ directly and through $N(\mu,R)$:
\begin{align}
\left(\frac{\partial\Omega}{\partial R}\right)_\mu
&=A_R+A_N\left(\frac{\partial N}{\partial R}\right)_\mu
-\mu\left(\frac{\partial N}{\partial R}\right)_\mu\nonumber\\
&=A_R+(A_N-\mu)\left(\frac{\partial N}{\partial R}\right)_\mu=A_R .
\label{eq:chain}
\end{align}
The bracket vanishes by (\ref{eq:mu}), which proves (\ref{eq:result}). Charge generally flows when the nucleus moves. To first order, the free energy that the electrons bring in is $\mu\,dN$, and the term $-\mu N$ removes the same amount.

The same differentiation with respect to $\mu$ gives
\begin{equation}
\left(\frac{\partial\Omega}{\partial\mu}\right)_R
=(A_N-\mu)\left(\frac{\partial N}{\partial\mu}\right)_R-N=-N .
\label{eq:number}
\end{equation}

Unless $\mu=0$ or no charge flows, the free energy $A$ without the term $-\mu N$ does not generate the force along a constant-potential path. There,
\begin{equation}
\left(\frac{\partial A}{\partial R}\right)_\mu
=A_R+\mu\left(\frac{\partial N}{\partial R}\right)_\mu .
\label{eq:wrongA}
\end{equation}
Nor, unless $(\partial S/\partial R)_N=0$, does the internal energy at fixed charge. From $E=A+TS$ at the minimiser,
\begin{equation}
\left(\frac{\partial E}{\partial R}\right)_N
=A_R+T\left(\frac{\partial S}{\partial R}\right)_N .
\label{eq:wrongE}
\end{equation}

\subsection{Curvatures and finite displacements}

Keeping $\mu$ fixed in (\ref{eq:mu}) while $R$ changes requires
\begin{equation}
A_{NR}+A_{NN}\left(\frac{\partial N}{\partial R}\right)_\mu=0,
\qquad
\left(\frac{\partial N}{\partial R}\right)_\mu=-\frac{A_{NR}}{A_{NN}} .
\label{eq:flow}
\end{equation}
Differentiating $\Omega_R=A_R(N(\mu,R),R)$ once more and inserting (\ref{eq:flow}),
\begin{align}
\Omega_{RR}&=A_{RR}+A_{RN}\left(\frac{\partial N}{\partial R}\right)_\mu
=A_{RR}-\frac{A_{RN}^2}{A_{NN}} .
\label{eq:curvature}
\end{align}
For $A_{NN}>0$ the reservoir can lower the curvature but cannot raise it. The two curvatures agree when $A_{RN}=0$, that is, when the chemical potential at fixed charge is stationary with respect to the displacement. A vibrational frequency computed from constant-charge forces therefore needs the last term of (\ref{eq:curvature}) before it applies to constant potential, provided that the charge re-equilibrates with the reservoir faster than the nucleus moves.

For a finite displacement from $R_0$ to $R_1$, let $N_0=N(\mu,R_0)$ and $N_1=N(\mu,R_1)$. The changes are $\Delta\Omega=\Omega(\mu,R_1)-\Omega(\mu,R_0)$ at fixed $\mu$ and $\Delta A=A(N_0,R_1)-A(N_0,R_0)$ at fixed $N_0$. Because $\Omega(\mu,R_0)=A(N_0,R_0)-\mu N_0$,
\begin{align}
\Delta A-\Delta\Omega
&=[A(N_0,R_1)-\mu N_0]-[A(N_1,R_1)-\mu N_1]\nonumber\\
&=\int_{N_0}^{N_1}[\mu-A_N(N,R_1)]\,dN\ \ge0 .
\label{eq:finite}
\end{align}
The sign follows because the second bracket in the first line is the minimum over $N$. The difference is the drop in $A-\mu N$ when the displaced system, first held at its old charge, is reconnected to the reservoir.

\subsection{A reference potential that moves}

Suppose that the quantity held fixed is $w=\mu-v_{\rm ref}$, where $v_{\rm ref}$ is the potential energy of an electron at some reference point and changes with $R$. Then $d\mu/dR=dv_{\rm ref}/dR$ along the path, and (\ref{eq:number}) gives
\begin{equation}
\left(\frac{d(A-\mu N)}{dR}\right)_w
=\Omega_R+\Omega_\mu\frac{d\mu}{dR}
=A_R-N\frac{dv_{\rm ref}}{dR}.
\label{eq:moving}
\end{equation}
The force on the nucleus is still $-A_R$, but it is no longer minus the slope of $A-\mu N$ along the path.

With two coordinates $R_a$ and $R_b$ there may be no energy function at all. Let $v_{\rm ref}=v(N,R_a,R_b)$ and write $v_a=\partial v/\partial R_a$, $v_N=\partial v/\partial N$ and $N_a=(\partial N/\partial R_a)_w$. Keeping $A_N-v$ fixed gives $N_a=-(A_{Na}-v_a)/(A_{NN}-v_N)$ when the denominator is not zero. For the forces $F_a=-A_a$ the terms $A_{ab}$ cancel, and
\begin{align}
\frac{\partial F_a}{\partial R_b}-\frac{\partial F_b}{\partial R_a}
&=-A_{aN}N_b+A_{bN}N_a\nonumber\\
&=\frac{A_{bN}v_a-A_{aN}v_b}{A_{NN}-v_N}.
\label{eq:curl}
\end{align}
The products $A_{aN}A_{Nb}$ have cancelled in the last step. When the right side is not zero, the work done by these forces depends on the path. It vanishes when $v_a=v_b=0$, that is, when the reference does not respond to the nuclei at fixed charge; a dependence on $N$ alone produces no curl.

\section{Second derivation: the variational state, and a comparison}

\subsection{Symbols and results carried over}

The functional $\mathcal A[X;R]=E[X;R]-TS[X]$ is the free energy of a trial state $X$ with mean electron number $N[X]$. Its minimum at fixed $N$ is $A(N,R)$, and $\Omega(\mu,R)=\min_N[A(N,R)-\mu N]$. The first derivation used the function $A(N,R)$ and its slope $A_N=\mu$ to show that $\Omega_R$ at fixed $\mu$ equals $A_R$ at the matching electron number $N(\mu,R)$. It also gave $\Omega_{RR}=A_{RR}-A_{RN}^2/A_{NN}$. The second derivation works with the state itself and yields an explicit expression for the force.

\subsection{One minimisation instead of two}

Inserting the definition of $A$ into that of $\Omega$ gives a minimum over $N$ of a minimum over all states with that $N$. Together they run over all states:
\begin{equation}
\Omega(\mu,R)=\min_X\{\mathcal A[X;R]-\mu N[X]\}.
\label{eq:direct}
\end{equation}
Let $X_\mu$ be the minimiser and $N=N[X_\mu]$. Any other state $X$ with the same $N$ obeys $\mathcal A[X;R]-\mu N\ge\mathcal A[X_\mu;R]-\mu N$, so $X_\mu$ also minimises $\mathcal A$ at fixed $N$. At matching charge the two conditions therefore share one electronic state.

The first derivation has shown that the forces at fixed $\mu$ and at fixed $N$ are equal at matching charge, although curvatures and finite energy differences generally differ, and the second has so far shown that the two conditions share one electronic state. It remains to derive the force explicitly from that state, compare what the two derivations assume, and test the results numerically.
